# Choosing boundary mean free paths for phonons in films and nanowires: test program

```python
"""
Result under test: for heat flowing along the invariant axis z of a film or wire
with diffuse walls, the transport mean free path of a phonon mode is
    L = E[min(l, d)],
l = exponential flight with mean lam (intrinsic mean free path),
d = distance from a uniformly random interior point to the first wall.
For isotropic gray phonons kappa/kappa_bulk = E[min(l, d)]/lam when the axial
direction cosine mu is drawn from the density 3 mu^2 on (0, 1).
All lengths are in nm. The model wire has an L-shaped cross-section.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import expn
from scipy.constants import physical_constants

rng = np.random.default_rng(20417)
SIDE = 100.0
L_SHAPE = np.array([[0, 0], [100, 0], [100, 50], [50, 50], [50, 100], [0, 100]], float)
LAMBDAS = [20.0, 100.0, 500.0]
SHARES = [0.3, 0.4, 0.3]


def trace(polygon, px, py, phi):
    """Planar distance to the first edge, and number of edges crossed."""
    ux, uy = np.cos(phi), np.sin(phi)
    nearest = np.full(np.shape(px), np.inf)
    crossings = np.zeros(np.shape(px), int)
    for a, b in zip(polygon, np.roll(polygon, -1, axis=0)):
        ex, ey = b - a
        wx, wy = a[0] - px, a[1] - py
        den = ux * ey - uy * ex
        t = (wx * ey - wy * ex) / den
        s = (wx * uy - wy * ux) / den
        hit = (t > 0) & (s >= 0) & (s < 1)
        nearest = np.where(hit & (t < nearest), t, nearest)
        crossings += hit
    return nearest, crossings


def planar_distances(polygon, trials, phi=None):
    """Wall distances from uniform interior points; random azimuth if phi is None."""
    low, high = polygon.min(axis=0), polygon.max(axis=0)
    px = rng.uniform(low[0], high[0], trials)
    py = rng.uniform(low[1], high[1], trials)
    angle = rng.uniform(0, 2 * np.pi, trials) if phi is None else np.full(trials, phi)
    distance, crossings = trace(polygon, px, py, angle)
    return distance[crossings % 2 == 1]


def mean_and_error(x):
    return x.mean(), x.std(ddof=1) / np.sqrt(x.size)


def truncated(d, lam):
    return np.minimum(rng.exponential(lam, d.size), d)


def grid_mean(n, lam, sx, sy, flip):
    """Upwind solution of s.grad f + f/lam = 1, f = 0 at inflow; volume mean."""
    index = np.arange(n)
    inside = ~((index[:, None] >= n // 2) & (index[None, :] >= n // 2))
    if flip:
        inside = inside[:, ::-1]
    h = SIDE / n
    a, b = sx / h, sy / h
    inverse = 1 / (a + b + 1 / lam)
    f = np.zeros((n + 1, n + 1, len(sx)))
    for i in range(n):
        for j in range(n):
            if inside[i, j]:
                f[i + 1, j + 1] = (1 + a * f[i, j + 1] + b * f[i + 1, j]) * inverse
    return f.sum(axis=(0, 1)) / inside.sum()


def grid_extrapolated(n, lam, sx, sy, flip):
    return 2 * grid_mean(2 * n, lam, sx, sy, flip) - grid_mean(n, lam, sx, sy, flip)


# --- one flight followed by hand ------------------------------------------
theta, phi = np.radians(60), np.radians(30)
planar_one = float(trace(L_SHAPE, np.array([20.0]), np.array([30.0]), phi)[0][0])
assert abs(planar_one - (50 - 30) / np.sin(phi)) < 1e-9
wall_one = planar_one / np.sin(theta)
print("L-section: side 100 nm, removed quarter 50 nm; start (20, 30) nm")
print("Mode direction: theta 60 deg from axis, azimuth 30 deg")
print(f"Single start: planar wall distance {planar_one:.3f} nm, along ray {wall_one:.3f} nm")
for u in (0.5, 0.8):
    flight = -100 * np.log(u)
    print(f"  U={u}: intrinsic flight {flight:.3f} nm, kept {min(flight, wall_one):.3f} nm")

# --- one mode: sampling against the transport equation --------------------
lam = 100.0
d_forward = planar_distances(L_SHAPE, 600000, phi) / np.sin(theta)
d_reverse = planar_distances(L_SHAPE, 600000, phi + np.pi) / np.sin(theta)
mode, mode_se = mean_and_error(truncated(d_forward, lam))
back, back_se = mean_and_error(truncated(d_reverse, lam))
sx = np.array([np.sin(theta) * np.cos(phi)])
sy = np.array([np.sin(theta) * np.sin(phi)])
mode_grid = float(grid_extrapolated(80, lam, sx, sy, False)[0])
# One percent allows for the residual error of the first-order grid.
assert abs(mode - mode_grid) < 4 * mode_se + 0.01 * mode_grid
assert abs(mode - back) < 5 * np.hypot(mode_se, back_se)
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
print(f"Mode path, lam=100 nm: sampled {mode:.3f} +- {mode_se:.3f} nm = {mode/bohr_nm:.1f} bohr")
print(f"  reversed mode {back:.3f} +- {back_se:.3f} nm; grid transport {mode_grid:.3f} nm")

# --- which flights count: renewal simulation on one fixed chord -----------
chord, walks = 100.0, 200000
events = np.cumsum(rng.exponential(lam, (walks, 20)), axis=1)
interior = events < chord
all_mean = walks * chord / (walks + interior.sum())
from_events = (np.minimum(events[:, 1:], chord) - events[:, :-1])[interior[:, :-1]].mean()
from_wall = np.minimum(events[:, 0], chord).mean()
chord_law = lam * (1 - lam / chord * (1 - np.exp(-chord / lam)))
collision_law = 1 / (1 / lam + 1 / chord)
wall_law = lam * (1 - np.exp(-chord / lam))
for simulated, law in ((all_mean, collision_law), (from_events, chord_law), (from_wall, wall_law)):
    assert abs(simulated / law - 1) < 0.01
print("Fixed chord 100 nm, lam=100 nm: simulated mean / formula (nm)")
print(f"  all flights {all_mean:.2f} / {collision_law:.2f}")
print(f"  from intrinsic events {from_events:.2f} / {chord_law:.2f}")
print(f"  from walls {from_wall:.2f} / {wall_law:.2f}")

# --- film with heat along the plane, and with heat across it --------------
count = 600000
mu = (1 - rng.random(count)) ** (1 / 3)
depth = SIDE * rng.random(count)
normal = np.sqrt(1 - mu**2) * np.abs(np.cos(2 * np.pi * rng.random(count)))


def cross_plane_ratio(t, n=400):
    """Self-consistent gray film between black walls; t = thickness/lam."""
    edges = np.linspace(0, t, n + 1)
    mid = (edges[1:] + edges[:-1]) / 2
    u = edges[None, :] - mid[:, None]
    primitive = np.sign(u) * (1 - expn(2, np.abs(u)))
    kernel = np.diff(primitive, axis=1)
    temperature = np.linalg.solve(np.eye(n) - kernel / 2, expn(2, mid) / 2)
    flux = 1 - 2 * np.sum(temperature * -np.diff(expn(3, edges)))
    return 0.75 * t * flux


print("Film 100 nm, kappa/bulk along plane: sampled +- error, Fuchs-Sondheimer")
for lam in LAMBDAS:
    t = SIDE / lam
    sample, se = mean_and_error(truncated(depth / normal, lam) / lam)
    integral = quad(lambda q: (q**-3 - q**-5) * (1 - np.exp(-t * q)), 1, np.inf)[0]
    exact = 1 - 1.5 / t * integral
    assert abs(sample - exact) < 5 * se
    print(f"  lam={lam:.0f} nm: {sample:.4f} +- {se:.4f}, {exact:.4f}")
print("Same film, heat across it: truncated flights, self-consistent transport")
for lam in LAMBDAS:
    t = SIDE / lam
    sample, se = mean_and_error(truncated(depth / mu, lam) / lam)
    true = cross_plane_ratio(t)
    assert abs(true - cross_plane_ratio(t, 200)) < 1e-3
    assert sample > true + 5 * se
    if lam == 100:
        assert sample / true > 1.05
    print(f"  lam={lam:.0f} nm: {sample:.4f} +- {se:.4f}, {true:.4f}")

# --- limiting laws for wires ----------------------------------------------
planar = planar_distances(L_SHAPE, 1000000)
mu = (1 - rng.random(planar.size)) ** (1 / 3)
distance = planar / np.sqrt(1 - mu**2)
edge = np.roll(L_SHAPE, -1, axis=0) - L_SHAPE
perimeter = np.hypot(edge[:, 0], edge[:, 1]).sum()
nxt = np.roll(L_SHAPE, -1, axis=0)
area = 0.5 * np.sum(L_SHAPE[:, 0] * nxt[:, 1] - L_SHAPE[:, 1] * nxt[:, 0])
short_lam = 1.0
deficit, deficit_se = mean_and_error(np.exp(-distance / short_lam))
deficit_law = 3 * short_lam * perimeter / (16 * area)
# One percent allows for corner corrections of relative order lam/side.
assert abs(deficit - deficit_law) < 4 * deficit_se + 0.01 * deficit_law
planar_mean, planar_se = mean_and_error(planar)
ballistic = 0.75 * np.pi * planar_mean
long_lam = 1e5
long_path, long_se = mean_and_error(-long_lam * np.expm1(-distance / long_lam))
# The extra 0.3 percent covers the finite value of the long intrinsic path.
assert abs(long_path - ballistic) < 5 * long_se + 0.003 * ballistic
angles = 2 * np.pi * np.arange(120) / 120
disc = 50 * np.column_stack((np.cos(angles), np.sin(angles)))
disc_mean, disc_se = mean_and_error(planar_distances(disc, 120000))
disc_path, disc_path_se = 0.75 * np.pi * disc_mean, 0.75 * np.pi * disc_se
assert abs(disc_path - 100) < 5 * disc_path_se + 0.1
print(f"L-section: perimeter {perimeter:.0f} nm, area {area:.0f} nm^2, starts {planar.size}")
print(f"Short-path loss at lam=1 nm: {deficit:.5f} +- {deficit_se:.5f}, law {deficit_law:.5f}")
print(f"L-section mean planar distance {planar_mean:.3f} +- {planar_se:.3f} nm")
print(f"L-section ballistic limit {ballistic:.2f} nm; at lam=1e5 nm {long_path:.2f} +- {long_se:.2f} nm")
print(f"Circular wire, diameter 100 nm: ballistic limit {disc_path:.2f} +- {disc_path_se:.2f} nm")

# --- conductivity of the L-shaped wire ------------------------------------
nodes, weights = np.polynomial.legendre.leggauss(12)
quarter = np.pi / 4 * (nodes + 1)
th, ph = (x.ravel() for x in np.meshgrid(quarter, quarter, indexing="ij"))
wt, wp = (x.ravel() for x in np.meshgrid(weights, weights, indexing="ij"))
angular = 3 * np.cos(th) ** 2 * np.sin(th) * wt * np.pi / 4 * wp / 2
sx, sy = np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph)
combined = np.zeros(planar.size)
interpolated_total = 0.0
print("L-wire kappa/bulk: sampled +- error, grid transport, interpolation")
for lam, share in zip(LAMBDAS, SHARES):
    flights = truncated(distance, lam)
    ratio, se = mean_and_error(flights / lam)
    grid = sum(np.sum(angular * grid_extrapolated(40, lam, sx, sy, flip))
               for flip in (False, True)) / (2 * lam)
    # One percent allows for the residual grid and angular quadrature error.
    assert abs(ratio - grid) < 4 * se + 0.01 * grid
    simple = 1 / (1 + lam / ballistic)
    interpolated_total += share * simple
    expected = -np.expm1(-distance / lam)
    smooth, smooth_se = mean_and_error(expected)
    assert abs(ratio - smooth) < 5 * se and smooth_se < se
    combined += share * expected
    print(f"  lam={lam:.0f} nm, share {share}: {ratio:.4f} +- {se:.4f}, {grid:.4f}, {simple:.4f}")
    print(f"    conditional mean {smooth:.5f} +- {smooth_se:.5f}; path {smooth*lam:.2f} nm")
    if lam == 100:
        x = distance / lam
        second = np.mean(2 * (1 - np.exp(-x) * (1 + x)))
        variance_law = second - smooth**2
        variance = np.var(flights / lam)
        assert abs(variance / variance_law - 1) < 0.02
        gain = variance / np.var(expected)
        mu_flat = rng.random(planar.size)
        flat, flat_se = mean_and_error(-np.expm1(-planar / np.sqrt(1 - mu_flat**2) / lam))
        assert smooth > flat + 10 * flat_se
total, total_se = mean_and_error(combined)
print(f"At lam=100 nm: variance/lam^2 sampled {variance:.5f}, formula {variance_law:.5f}")
print(f"  variance reduction by conditional mean: factor {gain:.2f}")
print(f"  unweighted direction average/lam: {flat:.5f} +- {flat_se:.5f}")
print(f"Three-group wire kappa/bulk: {total:.5f} +- {total_se:.5f}")
print(f"Three-group interpolation: {interpolated_total:.5f}")
print("finished without a failed check")
```

Running it gives:

```
L-section: side 100 nm, removed quarter 50 nm; start (20, 30) nm
Mode direction: theta 60 deg from axis, azimuth 30 deg
Single start: planar wall distance 40.000 nm, along ray 46.188 nm
  U=0.5: intrinsic flight 69.315 nm, kept 46.188 nm
  U=0.8: intrinsic flight 22.314 nm, kept 22.314 nm
Mode path, lam=100 nm: sampled 29.669 +- 0.034 nm = 560.7 bohr
  reversed mode 29.639 +- 0.035 nm; grid transport 29.681 nm
Fixed chord 100 nm, lam=100 nm: simulated mean / formula (nm)
  all flights 50.07 / 50.00
  from intrinsic events 36.71 / 36.79
  from walls 63.40 / 63.21
Film 100 nm, kappa/bulk along plane: sampled +- error, Fuchs-Sondheimer
  lam=20 nm: 0.9251 +- 0.0012, 0.9251
  lam=100 nm: 0.6851 +- 0.0009, 0.6839
  lam=500 nm: 0.3234 +- 0.0005, 0.3230
Same film, heat across it: truncated flights, self-consistent transport
  lam=20 nm: 0.8502 +- 0.0011, 0.7788
  lam=100 nm: 0.4614 +- 0.0005, 0.4151
  lam=500 nm: 0.1334 +- 0.0001, 0.1274
L-section: perimeter 400 nm, area 7500 nm^2, starts 750094
Short-path loss at lam=1 nm: 0.00999 +- 0.00008, law 0.01000
L-section mean planar distance 37.442 +- 0.031 nm
L-section ballistic limit 88.22 nm; at lam=1e5 nm 88.22 +- 0.23 nm
Circular wire, diameter 100 nm: ballistic limit 99.89 +- 0.20 nm
L-wire kappa/bulk: sampled +- error, grid transport, interpolation
  lam=20 nm, share 0.3: 0.8186 +- 0.0009, 0.8182, 0.8152
    conditional mean 0.81808 +- 0.00029; path 16.36 nm
  lam=100 nm, share 0.4: 0.4488 +- 0.0005, 0.4489, 0.4687
    conditional mean 0.44874 +- 0.00030; path 44.87 nm
  lam=500 nm, share 0.3: 0.1413 +- 0.0002, 0.1415, 0.1500
    conditional mean 0.14159 +- 0.00015; path 70.80 nm
At lam=100 nm: variance/lam^2 sampled 0.18964, formula 0.18999
  variance reduction by conditional mean: factor 2.72
  unweighted direction average/lam: 0.36446 +- 0.00026
Three-group wire kappa/bulk: 0.46740 +- 0.00024
Three-group interpolation: 0.47704
finished without a failed check
```
